# Do vanishing electron-diffraction oscillations mean that growth has stopped?

## Question

I am growing a crystal film on a slightly miscut substrate and watching the surface by reflection high-energy electron diffraction (RHEED). At low temperature the intensity oscillates, and I count one oscillation per deposited layer. When I heat the substrate with the source still open, the oscillations disappear and the intensity stays nearly level.

If each oscillation is one layer, does the absence of oscillations mean that no layers are being added? If the film is still growing, where does the signal of that growth go?

## Answer

No. The oscillations record a surface that becomes rougher and smoother once per layer. A film can also grow without that cycle, by steps that sweep across the surface while the pattern of steps keeps its shape. A level intensity is then compatible with growth at the full deposition rate. It is also compatible with a closed shutter, so a steady level by itself cannot decide between them. On a real surface the level may shift when the shutter is opened or closed, because growth changes the roughness of the steps, but such a shift does not give the growth rate.

### What an oscillation records

Take a crystal whose layers are square lattices stacked directly above one another, and choose the diffraction condition at which neighbouring layers scatter with a phase difference $\pi$ (the antiphase condition). I use kinematic diffraction, in which each electron scatters once. Real RHEED includes multiple scattering, so the intensities below illustrate the argument and do not predict a detector reading.

On a flat surface, let a fraction $\theta$ of one new layer be filled. The uncovered part contributes with sign $+1$ and the covered part with sign $-1$:

$$A=(1-\theta)-\theta=1-2\theta,\qquad I=|A|^2=(1-2\theta)^2 .$$

The intensity falls from 1 to 0 at half a layer and returns to 1 at a full layer. It oscillates because islands form, spread and merge. What it follows is the arrangement of the atoms, not their arrival.

### How a stepped surface grows

A miscut surface is a staircase of terraces. Let each terrace be $L$ sites wide and each step one layer high. Atoms arrive at a flux $F$, in layers per second, which is also atoms per site per second. Adatoms, the mobile atoms on a terrace, diffuse with coefficient $D$ in sites² per second. Assume for now that they

- do not evaporate,
- stick when they reach a step and do not detach,
- meet no extra barrier when descending a step,
- reach a step before they meet one another.

Let $n(x)$ be the number of adatoms per site at distance $x$ from one edge of a terrace. If the density adjusts quickly compared with the motion of the steps, arrival balances diffusion:

$$D\,\frac{d^2n}{dx^2}+F=0,\qquad n(0)=n(L)=0 .$$

Integrating twice gives $n=-Fx^2/(2D)+C_1x+C_2$. The condition at $x=0$ gives $C_2=0$, and the condition at $x=L$ gives $C_1=FL/(2D)$. Hence

$$n(x)=\frac{F}{2D}\,x(L-x).$$

The current in the $+x$ direction is

$$J=-D\,\frac{dn}{dx}=F\left(x-\frac L2\right).$$

At $x=L$ this is $+FL/2$, and at $x=0$ it is $-FL/2$. Half of the arriving atoms therefore leave through each edge. A step borders two terraces and receives $FL/2$ from each, or $FL$ atoms per second for each site along its length. One atom per edge site advances the step by one site, so its speed is

$$v=FL .$$

A step crosses a terrace in the time $L/v=1/F$ and raises the surface there by one layer height $d$. The growth rate is

$$R=\frac{d}{L/v}=\frac{dv}{L}=Fd .$$

The terrace width has cancelled. Wide terraces have fewer steps, but each step moves faster.

The assumption of quick adjustment can now be checked. Diffusion across a terrace takes a time of order $L^2/D$, during which a step moves $vL^2/D=FL^3/D$. This is small compared with $L$ when $FL^2/D\ll1$.

### Where the signal goes

Let the staircase descend towards $+x$, so that the steps advance towards $+x$. Let $s(x,t)=\pm1$ be the antiphase sign of the layer exposed at $x$. For equal terraces and straight steps, growth shifts the pattern without changing its shape:

$$s(x,t)=s_0(x-vt).$$

The sign changes at every step, so the pattern repeats after $2L$. Its contributions cancel in the central beam. The strong beams lie at wave numbers $\pm\pi/L$, and I take $q=\pi/L$. Over a length $X$ containing a whole number of repeats,

$$A(t)=\frac1X\int_0^X s_0(x-vt)\,e^{iqx}\,dx .$$

Put $u=x-vt$, so that $e^{iqx}=e^{iqvt}e^{iqu}$:

$$A(t)=e^{iqvt}\,\frac1X\int_{-vt}^{X-vt}s_0(u)\,e^{iqu}\,du .$$

Both factors in the integrand repeat after $2L$, so shifting the limits does not change the integral. Therefore

$$A(t)=e^{iqvt}A(0),\qquad |A(t)|^2=|A(0)|^2 .$$

The phase advances at the rate $qv=(\pi/L)(FL)=\pi F$, which is $\pi$ per deposited layer. Growth is present in the phase of the scattered wave, but a detector that measures intensity discards this phase.

The constant value can be found by summing over sites. Adjacent terraces contribute equally, because the change of sign is compensated by $e^{iqL}=-1$. One terrace is therefore enough:

$$A(0)=\frac1L\sum_{j=0}^{L-1}e^{i\pi j/L}=\frac1L\,\frac{2}{1-e^{i\pi/L}} .$$

Since $|1-e^{i\phi}|=2\sin(\phi/2)$ for $0<\phi<2\pi$,

$$|A(0)|^2=\frac{1}{[L\sin(\pi/2L)]^2}.$$

Real steps are less regular. Unequal terraces and ragged edges can change the intensity, so the derivation promises a level signal only if the pattern of steps nearly keeps its shape. These irregularities do not by themselves reduce the growth. If a step lies between terraces of widths $L_j$ and $L_{j+1}$, its speed is $F(L_j+L_{j+1})/2$. Summed over a periodic staircase, each width appears twice with weight one half. The total advance per second is $F$ times the total width, as before.

### Why heating removes the oscillations

Heating raises $D$, so adatoms reach the steps sooner. As long as atoms do not detach from the steps, fewer adatoms are then present at once. Their mean density is

$$\bar n=\frac1L\int_0^L n\,dx=\frac{F}{2DL}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{FL^2}{12D}.$$

A patch of $L\times L$ sites then holds $\bar nL^2=FL^4/(12D)$ adatoms on average. During one layer, $L^2$ atoms arrive in the patch. A rough count of how often an arriving atom finds another one there is

$$M=L^2\,\frac{FL^4}{12D}=\frac{FL^6}{12D}.$$

Being in the same patch is not the same as meeting, so $M$ is an estimate and not a nucleation rate. If $M\ll1$, islands are rare and step flow is consistent. If $M\gg1$, the assumption that adatoms reach the steps without meeting fails. Islands then form on the terraces, and the cycle of roughening and smoothing can return.

On a real hot surface, atoms also detach from the steps, and the adatom density can be much higher than this estimate. If detachment adds the same constant density at both edges of a terrace, the current $J$ and the step speed $FL$ do not change. However, $M$ then no longer tells how rare islands are.

### One surface at two temperatures

Consider a model crystal with site spacing 0.4 nm, layer height $d=0.3$ nm and $L=20$, so each terrace is 8 nm wide. The flux is $F=0.5$ layers per second. For step flow,

$$v=0.5\times20=10\ \text{sites/s}=4\ \text{nm/s},$$

$$R=0.5\times0.3=0.15\ \text{nm/s}.$$

This is 540 nm per hour. Eight seconds of deposition add four layers, or 1.2 nm.

Let adatoms hop at the rate $\nu=\nu_0e^{-E/k_BT}$, with $\nu_0=10^{13}$ per second and $E=1.0$ eV. There are four hop directions, so $D=\nu/4$ in sites² per second.

| Quantity | 520 K | 1200 K |
|---|---:|---:|
| $D$ (sites²/s) | $5.1\times10^2$ | $1.6\times10^8$ |
| $FL^2/D$ | 0.39 | $1.3\times10^{-6}$ |
| $M$ | $5\times10^3$ | 0.017 |

I followed the individual atoms in a kinetic Monte Carlo simulation, which chooses arrivals and hops at random in proportion to their rates. The surface had $80\times40$ sites and four steps, with one run at each temperature. An atom touching a step or island moved at once along its edge to the nearest kink, a site with at least two lateral neighbours, if one lay within 40 moves. The rule was the same in both runs. Attached atoms never detached and no atom evaporated, so both runs deposit four layers by construction; on many real surfaces both processes are active at 1200 K. In the hot run it keeps the steps nearly straight. Intensities are relative to the starting surface:

| Layers deposited | 520 K | 1200 K |
|---:|---:|---:|
| 0 | 1.00 | 1.00 |
| 0.5 | 0.020 | 0.99 |
| 1.0 | 0.138 | 0.99 |
| 1.5 | 0.013 | 0.87 |
| 2.0 | 0.035 | 0.96 |
| 3.0 | 0.034 | 0.98 |
| 4.0 | 0.017 | 0.95 |

The cold surface produced 292 nucleation events. In this run its intensity rises between a half layer and the next full layer by a factor of 6.9 the first time and 2.7 the second. Both factors vary from run to run. Later rises are too weak to tell from random scatter on so small a surface. The oscillation is strongly damped, and in this run the intensity after four layers is below 2% of its initial value. A noisy detector could lose this signal too, although the deposit is the same.

The hot surface produced one nucleation event, and its intensity stayed between 0.82 and 1.00 of the initial value. The dip near 1.5 layers may come from that one island on a small surface, but I have not separated its effect from that of uneven terraces.

The hop count supports the picture of atoms travelling to steps. An adatom's mean lifetime is the density divided by the arrival rate, $\bar n/F=L^2/(12D)$. At $4D$ hops per second, this gives $L^2/3=133$ hops. The hot run gave 131 per atom.

A simulation also gives access to the phase that a detector loses. In the hot run it advanced by $4.00\,\pi$. At $\pi$ per layer, this is four layers, or 1.20 nm, grown while the intensity remained nearly level.

### What a missing oscillation does not prove

It does not prove step flow either. Suppose that atoms stay where they land on an initially flat surface. After $\theta$ deposited layers, the number $m$ of atoms on a site follows the Poisson distribution, and

$$A=\sum_{m=0}^{\infty}e^{-\theta}\frac{\theta^m}{m!}(-1)^m=e^{-\theta}e^{-\theta}=e^{-2\theta},\qquad I=e^{-4\theta}.$$

The intensity is 0.135 after half a layer and 0.018 after one. It decays without oscillating, because the surface roughens steadily while growth continues.

With the shutter closed, $F=0$ and $v=0$, so the staircase gives the same constant intensity as ideal step flow. Strong evaporation at high temperature would also break the result $R=Fd$, and the film would grow more slowly than the flux suggests.

To settle your case, measure the film thickness after a known time. You can also cool the substrate with the source unchanged. If oscillations return, atoms are arriving and forming layers at the lower temperature. That makes step flow a reasonable explanation of the hot signal, but the growth rate at the higher temperature still needs a thickness measurement, because evaporation may differ between the two.
